# Exciton s levels of a monolayer semiconductor on a radial grid

**A grid that converges far too slowly**

Take the lowest exciton level of a monolayer semiconductor, about 161 meV below the free-pair edge in the example below. Solve the radial equation on a uniform grid, with the substitution that removes the first derivative and the transformed function set to zero at the origin. With a spacing of 0.04 nm the level comes out 34.5 meV too high. With four times as many points it is still 29.0 meV too high. Refinement does not rescue this scheme at any affordable cost, and the reason shows what a good scheme must do.

The model is an electron and a hole with parabolic bands, reduced mass $\mu$, and zero centre-of-mass momentum. Write $a=\hbar^2/2\mu$ and $K=e^2/4\pi\varepsilon_0$. For an s state,

$$-a\left(\psi''+\frac{\psi'}{r}\right)+V(r)\psi=E\psi ,$$

with $E=0$ at the free-pair edge. Put $\psi=r^{-1/2}u$. Then $\psi'=r^{-1/2}u'-\tfrac12r^{-3/2}u$ and $\psi''=r^{-1/2}u''-r^{-3/2}u'+\tfrac34r^{-5/2}u$. In the sum the $u'$ terms cancel:

$$\psi''+\frac{\psi'}{r}=r^{-1/2}\left(u''+\frac{u}{4r^2}\right).$$

Near the origin try $u=r^p$. This requires $p(p-1)+\tfrac14=(p-\tfrac12)^2=0$, a double root, so the two solutions are $\sqrt r$ and $\sqrt r\ln r$. Both vanish at $r=0$. The condition $u(0)=0$ therefore does not reject the unwanted logarithm.

The grid does select a solution, but a mixed one. Near the origin, where $V$ and $E$ are negligible, the three-point formula at $r=jh$ gives

$$u_{j+1}+u_{j-1}=\left(2-\frac1{4j^2}\right)u_j,\qquad u_0=0,\quad u_1=1 .$$

Compare $u_j$ with $\sqrt j$. The expansion of $\sqrt{1+x}+\sqrt{1-x}-2$ is $-x^2/4-5x^4/64-\dots$, with all terms negative, so

$$\sqrt{j+1}+\sqrt{j-1}=\left(2-\frac1{4j^2}\right)\sqrt j-g_j,\qquad g_j>0,$$

where $g_j\approx\frac5{64}j^{-7/2}$ at large $j$. Define $W_j=\sqrt j\,u_{j+1}-\sqrt{j+1}\,u_j$. The two relations give $W_j-W_{j-1}=g_ju_j$, and $W_0=0$. Hence $W_j>0$, and $y_j=u_j/\sqrt j$ grows according to

$$y_{j+1}-y_j=\frac{W_j}{\sqrt{j(j+1)}} .$$

The increments of $W_j$ fall as $y_j/j^3$, so $W_j$ tends to a finite $W>0$ and $y_j\to W\ln j+B$. The grid wave function just outside the origin is $\psi\propto 1+\epsilon\ln(r/\ell)$, with $1/\epsilon=\ln(\ell/h)+B/W$ and $\ell$ a length of the order of the exciton size. The logarithm disappears only as $1/\ln(1/h)$.

Its cost in energy follows from the radial equations for the true state $\psi_0$ and the contaminated $\psi$. Multiply each by $r$ and by the other function, subtract, and integrate:

$$(E-E_0)\int_0^\infty\psi_0\psi\,r\,dr=a\lim_{r\to0}r(\psi_0\psi'-\psi\psi_0') .$$

The limit is $\epsilon|\psi_0(0)|^2$ to leading order. With $2\pi\int\psi_0^2r\,dr=1$,

$$\Delta E\approx2\pi a|\psi_0(0)|^2\,\epsilon .$$

For the example $a=0.1905$ eV nm² and $|\psi_0(0)|^2=0.2003$ nm⁻², so the prefactor is 240 meV. Reducing $h$ by four should raise $1/\Delta E$ by $\ln4/240=0.0058$ meV⁻¹. The two errors quoted above give $1/28.97-1/34.52=0.0055$ meV⁻¹, close to this leading-order estimate.

**Imposing the condition that does discriminate**

The regular solution has $r\psi'\to0$; the logarithm has $r\psi'\to$ constant. The quantity to control is thus the radial flux $r\psi'$, and the equation should be kept in flux form. A second improvement is a variable that makes the wave function smooth and crowds points near the centre. A Coulomb-like potential gives $\psi=1-cr+\dots$, with a cusp in the plane. With $r=s^2$ the cusp becomes an even power of $s$. Since $d/dr=(1/2s)\,d/ds$,

$$\frac1r\frac d{dr}\,r\frac{d\psi}{dr}=\frac1{s^2}\frac1{2s}\frac d{ds}\left(s^2\frac1{2s}\frac{d\psi}{ds}\right)=\frac1{4s^3}\frac d{ds}\left(s\frac{d\psi}{ds}\right).$$

Place unknowns at cell centres $s_j=(j-\tfrac12)h$ and fluxes at cell faces $jh$; from here on $h$ is a step in $s$, in nm$^{1/2}$. Multiplying the equation by $s^3$ and balancing each cell gives

$$-\frac a{4h^2}\left[jh(\psi_{j+1}-\psi_j)-(j-1)h(\psi_j-\psi_{j-1})\right]+s_j^3V_j\psi_j=Es_j^3\psi_j .$$

For $j=1$ the inner flux is multiplied by zero. No value of $\psi$ at the origin is needed, and the logarithm cannot enter through the boundary. At the outer edge $\psi_{N+1}=0$.

Setting $v_j=s_j^{3/2}\psi_j$ and dividing by $s_j^{3/2}$ makes the matrix symmetric. Because $jh+(j-1)h=2s_j$, its elements are

$$H_{jj}=\frac a{2h^2s_j^2}+V(s_j^2),\qquad H_{j,j+1}=-\frac{a\,jh}{4h^2(s_js_{j+1})^{3/2}} .$$

The area element $2\pi r\,dr=4\pi s^3ds$ supplies the norm, $\sum_j4\pi s_j^3h\,\psi_j^2=1$.

The order of the error can be read from powers of $r$. For $\psi=s^2$ the discrete flux difference equals the derivative $4s$. For $\psi=s^4$, a face at $f$ carries $f[(f+\tfrac h2)^4-(f-\tfrac h2)^4]/h=4f^4+h^2f^2$. Differencing this between $f=s\pm\tfrac h2$ and dividing by $h$ gives $16s^3+6h^2s$, where the derivative is $16s^3$. The residual is $h^2$ times a function that vanishes at the origin. A term $r^2\ln r$, which the potential below produces, changes it to order $h^2s\ln s$, still integrable. To leading order the energy error is this residual averaged over the state, hence $E_h=E+ch^2+\dots$. Two grids then eliminate $c$:

$$E\approx\frac{4E_{h/2}-E_h}3 .$$

**The potential**

A polarizable sheet lies in a medium of dielectric constant $\kappa$. (Between two different isotropic half-spaces, $\kappa$ is their mean; in a uniaxial medium it is $\sqrt{\varepsilon_\parallel\varepsilon_\perp}$.) A sheet charge $\rho(q)$ produces a potential $\phi(q)e^{-q|z|}$, and the jump of the normal displacement gives $2\varepsilon_0\kappa q\phi=\rho+\rho_{\rm ind}$. A sheet of polarizability $\chi$ has $\rho_{\rm ind}=-\varepsilon_0\chi q^2\phi$. Solving for $\phi$, with $r_0=\chi/2$, the electron–hole interaction is

$$V(q)=-\frac{2\pi K}{q(\kappa+r_0q)} .$$

Its transform to real space is $V(r)=-K\int_0^\infty J_0(qr)/(\kappa+r_0q)\,dq$. Write $1/(\kappa+r_0q)=\int_0^\infty e^{-(\kappa+r_0q)t}dt$ and use $\int_0^\infty J_0(qr)e^{-qz}dq=1/\sqrt{r^2+z^2}$. With $t=r\tau/r_0$ and $x=\kappa r/r_0$,

$$V(r)=-\frac K{r_0}F(x),\qquad F(x)=\int_0^\infty\frac{e^{-x\tau}}{\sqrt{1+\tau^2}}\,d\tau .$$

Now $F''+F=\int_0^\infty e^{-x\tau}\sqrt{1+\tau^2}\,d\tau$, and integration by parts turns this into $1/x-F'/x$. So $F''+F'/x+F=1/x$. The Struve function $H_0$ obeys the same equation with right side $2/(\pi x)$. The combination $\frac\pi2(H_0-Y_0)$ therefore solves the equation for $F$, and it decays as $1/x$, as $F$ does. Their difference is a combination of $J_0$ and $Y_0$ that decays faster than $x^{-1/2}$, which must be zero. This gives the Rytova–Keldysh form

$$V(r)=-\frac{\pi K}{2r_0}\left[H_0\!\left(\frac{\kappa r}{r_0}\right)-Y_0\!\left(\frac{\kappa r}{r_0}\right)\right].$$

At large $x$, expanding the square root gives $F=1/x-1/x^3+\dots$, hence $V=-K/(\kappa r)+Kr_0^2/(\kappa^3r^3)+\dots$. At small $x$, integration by parts gives $F=\int_0^\infty\operatorname{arsinh}(y/x)e^{-y}dy\to\ln(2/x)-\gamma$, with $\gamma$ Euler's constant. The Coulomb singularity is softened to a logarithm inside $r_0/\kappa$.

**The series to compare with**

For $V=-K/(\kappa r)$, insert $\psi=e^{-\lambda r}\sum_kc_kr^k$ and $E=-a\lambda^2$. The coefficient of $r^{k-1}$ gives

$$a(k+1)^2c_{k+1}=\left[a\lambda(2k+1)-\frac K\kappa\right]c_k .$$

A normalizable state requires termination at $k=n-1$, so $\lambda=K/[\kappa a(2n-1)]$ and

$$E_n^{\rm hyd}=-\frac{Ry^*}{(n-\frac12)^2},\qquad Ry^*=\frac{K^2}{4a\kappa^2} .$$

The polynomial is the Laguerre polynomial $L_{n-1}(2\lambda r)$. Since $\int_0^\infty xe^{-x}L_{n-1}^2dx=2n-1$, the norm is $2\pi(2n-1)/(4\lambda^2)$. The contact density is thus $|\psi_n(0)|^2=1/[\pi a_x^2(n-\tfrac12)^3]$, with $a_x=2a\kappa/K$.

Because $\sqrt{1+\tau^2}>1$ for $\tau>0$, $F<1/x$: the screened attraction is weaker than Coulomb at every $r$. By the min-max principle each s level lies above its hydrogenic counterpart. Define the shift $\delta_n$ by

$$E_n=-\frac{Ry^*}{(n-\frac12+\delta_n)^2},$$

so that $\delta_n>0$. For a weakly bound state $|E|$ is negligible in the inner region, where $V$ departs from Coulomb, and the phase lost there hardly depends on $n$. The semiclassical phase of the Coulomb region is

$$\int_0^{r_t}\sqrt{\frac{K/(\kappa r)-|E|}a}\,dr=\frac{\pi K}{2\kappa\sqrt{a|E|}}=\pi\sqrt{\frac{Ry^*}{|E|}},$$

where $r_t=K/(\kappa|E|)$ is the turning point. A constant phase loss therefore means a constant $\delta$. High levels approach a shifted series, not the original one.

**Worked example and convergence**

Rough values for a WSe₂ monolayer encapsulated in hexagonal boron nitride are $\mu=0.20\,m_e$, $r_0=4.5$ nm and $\kappa=4.5$. Then $a_x=1.19$ nm and

$$Ry^*=\frac{(1.43996)^2}{4(0.19050)(4.5)^2}\ \text{eV}=134.4\ \text{meV}.$$

In a 256 nm box, halving $h$ from 0.02 to 0.01 nm$^{1/2}$ reduces the 1s error from 0.0052 to 0.0013 meV, relative to the extrapolated level. The ratio of successive energy changes, which does not use the extrapolated value, is 3.985 for 1s and 4.003 for 5s. This confirms second order. For the Coulomb potential, the first five extrapolated levels match the known series within $5\times10^{-8}$ relative error, and the grid contact densities match their formula within 0.2%.

The box is a separate source of error. For 5s the Coulomb turning point is $320/5.64=57$ nm, with $K/\kappa=320$ meV nm. At fixed $h=0.01$ nm$^{1/2}$, a 64 nm box raises the level by 0.23 meV compared with 256 nm; at 144 nm the change is below $10^{-8}$ meV. A grid that is converged in $h$ can still be wrong for the upper levels.

A solution without a radial grid or Struve function uses Gaussians $e^{-\alpha r^2}$. For a pair with $p=\alpha+\beta$, dropping the common factor $2\pi$, the overlap is $1/2p$ and the kinetic element $2a\alpha\beta/p^2$. The product transforms to $e^{-q^2/4p}/2p$, so

$$V_{\alpha\beta}=-\frac K{2p}\int_0^\infty\frac{e^{-q^2/4p}}{\kappa+r_0q}\,dq .$$

Thirty exponents, starting at $2\times10^{-4}$ nm⁻² and each 1.8 times the one before, reproduce the five grid levels within $1.5\times10^{-4}$ meV.

**How far the levels depart from the series**

The 1s level is at $-161$ meV, against $-538$ meV in the hydrogenic series; 2s is at $-37$ against $-60$, and 5s at $-5.6$ against $-6.6$ meV. The ratio $E_1/E_2$ is 4.3 instead of 9. For the ground state $\delta_1=\sqrt{134.4/161.4}-0.5=0.41$. The shift falls to 0.382 at $n=5$ and changes only from 0.3806 to 0.3802 between $n=7$ and 8, as the phase argument requires. The relative departure from the hydrogenic energy vanishes at large $n$, while the shift in $n$ remains.

For one interband matrix element common to all levels, the oscillator strength is proportional to $|\psi_n(0)|^2$. The contact perturbation found above gives $\Delta E_n\propto|\psi_n(0)|^2$. At high $n$ it must also act as a constant change of $\delta$, so $|\psi_n(0)|^2\propto dE_n/d\delta\propto(n-\tfrac12+\delta)^{-3}$. From 4s to 5s this predicts a drop by $(4.882/3.884)^3=1.99$; the computed contact ratios give $162.53/81.82=1.99$. From 1s to 2s the drop is 9.5, instead of 27 for hydrogenic states. The 2s line is thus relatively stronger than the unscreened series suggests; its emission also depends on its population.

Suspending the same layer in vacuum, with $\mu$ and $r_0$ fixed, moves the crossover length $r_0/\kappa$ from 1.0 to 4.5 nm. The 1s level deepens to $-493$ meV, by a factor of 3.1, where the hydrogenic law gives $4.5^2=20$. The ratio $E_1/E_2$ falls to 2.2. In the fully logarithmic limit $V=(K/r_0)\ln r+$ constant, and $\kappa$ enters only the constant. Measuring $r$ in units of $L=\sqrt{ar_0/K}$ turns the kinetic prefactor into $K/r_0$ as well, so level spacings become independent of both $\kappa$ and mass. Here $L=0.77$ nm, well inside the suspended crossover length but comparable with the encapsulated one. Even the suspended layer only approaches the limit: its 1s–2s spacing is 268 meV, against 363 meV for the pure logarithm. The hydrogenic 1s value for the suspended layer, $-10.9$ eV, is several times larger in magnitude than the gap of the layer and has no physical meaning.

**What the numbers are worth for a real layer**

The model's 1s–2s separation is 124 meV; measured values for encapsulated WSe₂ are roughly 0.13 eV. This is a consistency of scale, since parameters of this kind can themselves be inferred from spectra. One important uncertainty is the use of a single, frequency-independent $\kappa$. Rough optical and static values for the encapsulant, 3.8 and 5.0, give 1s levels of $-190$ and $-145$ meV with the other parameters fixed.

Finite thickness also weakens the attraction. Spreading both charges uniformly over $d=0.65$ nm multiplies $V(q)$ by

$$\frac2{d^2}\int_0^d(d-u)e^{-qu}du=\frac2{qd}-\frac{2(1-e^{-qd})}{(qd)^2},$$

which raises 1s by 26 meV. This overestimates the effect, because the sheet screening was left unchanged. If the in-plane polarizability is spread uniformly through the same thickness, the induced charge is spread too, and the shift falls to about 16 meV.

Band coupling gives two smaller shifts. A two-band model with gap $E_g=1.9$ eV and coupling $wk$ has pair energy $\sqrt{E_g^2+4w^2k^2}=E_g+T-T^2/2E_g+\dots$, where $T=ak^2$ and $w^2=aE_g/2$. Since $T\psi=(E-V)\psi$, the first-order shift is $-\langle(E-V)^2\rangle/2E_g=-7$ meV. The conduction spinor is approximately $(1-\tfrac12\eta^2k^2,\ \eta k_+)$, with $k_+=k_x+ik_y$ and $\eta^2=w^2/E_g^2=a/2E_g$. The real part of the overlap between $\mathbf k$ and $\mathbf k'$ is $1-\tfrac12\eta^2|\mathbf k-\mathbf k'|^2$. The hole contributes the same factor, and the imaginary parts average to zero for s states at this order. The interaction is thus multiplied by $1-\eta^2q^2$, which raises 1s by 12 meV. Both lowest-order expansions in $k$ overestimate the size of the shift: averaging the unexpanded two-band expressions over the same 1s state gives about $-5$ and $+8$ meV.

These effects range from a few per cent to nearly twenty per cent of the binding, far above the numerical error, so the physical result is a 1s binding of about 0.16 eV with an uncertainty of tens of meV. Electron–hole exchange and dynamical screening are not included. At 300 K, $k_BT=26$ meV: the 1s binding is 6.2 times larger, the 2s binding 1.4 times, and 3s is bound by less than $k_BT$. The isolated-pair picture also needs a density well below $1/(\pi r_{\rm rms}^2)=1.1\times10^{13}$ cm⁻², where $r_{\rm rms}=1.68$ nm is the 1s root-mean-square separation. The excited levels are larger and need much lower densities: the same estimate gives $6.6\times10^{11}$ cm⁻² for 2s and $1.6\times10^{10}$ cm⁻² for 5s. The numerical output below gives the remaining levels and the full convergence data.

## Computed results

```
reduced mass = 0.20 m_e; r0 = 4.5 nm
kappa = 4.5; pair gap = 1.9 eV
thickness = 0.65 nm; T = 300 K
K = 1.43996 eV nm; a = 0.19050 eV nm^2
Ry* = 134.377 meV; Bohr length = 1.1906 nm
crossover length r0/kappa = 1.00 nm
hydrogenic test, largest relative error = 4.9e-08
step convergence, box 256 nm: cells, h, E1 and E5 errors
   100  0.160 nm^0.5  -0.318895  -0.045517 meV
   200  0.080 nm^0.5  -0.081816  -0.011265 meV
   400  0.040 nm^0.5  -0.020648  -0.002810 meV
   800  0.020 nm^0.5  -0.005177  -0.000702 meV
  1600  0.010 nm^0.5  -0.001294  -0.000176 meV
error ratio on halving h: 1s 3.985, 5s 4.003
5s box error: 64 nm 0.2256 meV
5s box error: 144 nm 4.4e-09 meV
naive grid 1s error, h=0.04 nm: 34.52 meV
naive grid 1s error, h=0.01 nm: 28.97 meV
largest grid-Gaussian difference = 1.5e-04 meV
n, E (meV), hydrogenic E (meV), delta, rms radius (nm)
 1  -161.449  -537.509  0.4123  1.680
 2  -37.392  -59.723  0.3957  6.970
 3  -16.120  -21.500  0.3872  15.947
 4  -8.909  -10.970  0.3838  28.672
 5  -5.638  -6.636  0.3821  45.159
delta for n=7, 8: 0.3806, 0.3802
E1/E2 = 4.318; hydrogenic 9.000
(E2-E1)/(E3-E2) = 5.832; hydrogenic 12.500
E2-E1 = 124.06 meV
contact density 1s = 0.2003 nm^-2
contact ratios 1s/ns, n=2..5: 9.52 33.62 81.82 162.53
hydrogenic ratios, n=2..5: 27 125 343 729
suspended layer (kappa=1), E1..E5 (meV):
  -492.53 -224.03 -135.42 -91.34 -65.77
suspended E1/E2 = 2.198
suspended hydrogenic E1 = -10.885 eV
E1 at kappa=3.8: -189.99 meV
E1 at kappa=5.0: -145.01 meV
1s shift, slab thickness = +26.41 meV
1s shift, nonparabolic bands = -6.67 meV
1s shift, Bloch overlap = +11.87 meV
thermal energy kT = 25.85 meV
|E1|/kT = 6.25; |E2|/kT = 1.45
overlap density 1/(pi rms^2) = 1.13e+13 cm^-2
```
